# Two derivations of Andersen's potential parameters in the atomic-sphere approximation, part 2

In the atomic-sphere approximation, band energies solve $\det[P(E)-\mathcal S]=0$; $\mathcal S$ depends on the lattice, $P$ on the potential $v(r)$ in a sphere of radius $S$. Two derivations approximate $P$ near a fixed $E_\nu$ by (11), replacing its quadratic Taylor polynomial.

Hartree atomic units are used, non-relativistically. For each $l$, with $g=2l+1$, $u=r\phi$ is regular at the origin and solves $(H-E)u=0$, $H=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r)$, with $\langle u|u\rangle=\int_0^Su^2dr=1$. A prime is $\partial/\partial r$, a dot $\partial/\partial E$; symbols without an energy argument are taken at $E_\nu$. Also $u_E=u(r,E)$, $\varepsilon=E-E_\nu$, $p=\langle\dot u|\dot u\rangle$, $q=\tfrac12\langle\dot u|\ddot u\rangle$.

At $S$, $D=Su'/u-1$, with values $D_\nu$ for $u$ and $D_{\dot\nu}$ for $\dot u$. The functionals $a[f]=Sf'+lf$ and $b[f]=Sf'-(l+1)f$ give $a,b$ from $u$ and $\dot a,\dot b$ from $\dot u$; $b\dot a-a\dot b=2Sg$. The true centre $E_c$ has $P=0$.
$$P(E)=2g\,\frac{D(E)+l+1}{D(E)-l}.\tag{1}$$
$$u'\dot u-u\dot u'=2\quad\text{at }S.\tag{3}$$

The first derivation uses $U=u+\omega\dot u$, where $\omega(D)$ gives $U$ the logarithmic derivative $D$ and $\omega(E)=\omega(D(E))$. For $\omega_-=\omega(-l-1)$ and $\omega_+=\omega(l)=-b/\dot b$, $U(S)$ is $U_-=-2S/\dot a$ and $U_+=-2S/\dot b$; $V=E_\nu+\omega_+$. A differently normalised $u_E$ replaces $\dot u$ by $\dot u+ou$, and (11) then errs at $\varepsilon^2$ instead of $\varepsilon^3$.
$$\frac1P=\gamma+\frac{\Delta}{E_\nu+\omega-C},\qquad C=E_\nu-\frac a{\dot a},\quad\Delta=\frac S{\dot a^2},\quad\gamma=\frac{\dot b}{2g\,\dot a}.\tag{7}$$
$$C=E_\nu+\omega(-l-1),\qquad\Delta=\frac{U_-^2}{4S},\qquad\gamma=\frac{U_-}{2g\,U_+}.\tag{8}$$
$$\gamma=\frac{D_{\dot\nu}-l}{2g\,(D_{\dot\nu}+l+1)}.$$
$$\omega(E)=\frac{\varepsilon}{1-\varepsilon\,\langle\dot u|u_E\rangle/\langle u|u_E\rangle}.\tag{9}$$
$$\omega(E)=\varepsilon+p\varepsilon^3+q\varepsilon^4+O(\varepsilon^5).\tag{10}$$
$$P(E)=\frac{E-C}{\Delta+\gamma(E-C)},\tag{11}$$

The second derivation sets $P^\alpha=P(1-\alpha P)^{-1}=2g\,a/y$, $y=b-2g\alpha\,a$, and takes $\alpha=\gamma$ so that $\ddot P^\alpha=0$ at $E_\nu$.
$$\gamma=\frac{\ddot P}{P\ddot P-2\dot P^2},\qquad\Delta=\frac{(1-\gamma P)^2}{\dot P},\qquad E_\nu-C=\frac{\Delta\,P}{1-\gamma P}.\tag{13}$$
At $S$,
$$\ddot u=-3p\,u,\qquad\ddot u'=-3p\,u',\tag{14}$$
so $\ddot a=-3pa$, $\ddot b=-3pb$. The Schwarzian derivative is
$$\frac{\dddot P}{\dot P}-\frac32\left(\frac{\ddot P}{\dot P}\right)^2=-\frac{2\ddot b}{b}=6p.$$

Without coupling between different $l$, each eigenvalue $\sigma$ of the $ll$ block of $\mathcal S$ gives the second-order energy
$$E=C+\frac{\Delta\,\sigma}{1-\gamma\sigma}.\tag{15}$$
Solving $\varepsilon+p\varepsilon^3=E-E_\nu$ for $\varepsilon$, with this $E$, gives the third-order energy.

## What each derivation assumes

Both use (3), which was derived here for a local, energy-independent, spherical potential and a solution regular at the origin. Both need $\dot a\neq0$.

The first assumes a two-function space and must be told that $\dot u$ is orthogonal to $u$; its algebra goes through for any $\dot u+ou$, and only (9) reveals that $o=0$ is best. In return it yields a statement valid at finite $\varepsilon$, namely (7) with (9), which locates the breakdown at $D(E)=D_{\dot\nu}$. It shows that four boundary numbers tied by (3), three free numbers in all, fix $C,\Delta,\gamma$, and it supplies the wave function $U$ along with the energy.

The second assumes only that $P^\alpha(E)$ has a Taylor series at $E_\nu$, and it needs (3) in a neighbourhood of $E_\nu$, since that relation is differentiated. It derives the orthogonal choice, explains $\gamma$ as a screening constant of the structure matrix, and proves uniqueness. In the version (13) it applies to any smooth $P(E)$ with $\dot P>0$ and $P\ddot P\neq2\dot P^2$ at $E_\nu$ (the condition $\dot a\neq0$ in another form), however obtained, without radial functions, although the identification of the third-order coefficient with $\langle\dot u|\dot u\rangle$ needs (14). It gives the error order by order, and it also locates the breakdown: the exact $P^\gamma=P/(1-\gamma P)$ has its poles where $P=1/\gamma$, which are the energies $D(E)=D_{\dot\nu}$ found from (9), and its Taylor series about $E_\nu$ converges only out to the nearest of them. The formulas (13) fail at a pole of $P$, while the version with $a$ and $y$ does not.

## Dependence on $E_\nu$

The parameters are properties of the expansion point as well as of the potential. Changing $E_\nu$ turns $a$ into $\dot a$ and $\dot a$ into $\ddot a=-3pa$ under differentiation, and likewise for $b$. With $c=C-E_\nu=-a/\dot a$,
$$\frac{dC}{dE_\nu}=1-\frac{\dot a^2-a\ddot a}{\dot a^2}=\frac{a\ddot a}{\dot a^2}=-3pc^2,$$
$$\frac{d\Delta}{dE_\nu}=-\frac{2S\ddot a}{\dot a^3}=6p\,\frac a{\dot a}\,\frac{S}{\dot a^2}=-6pc\,\Delta,$$
$$\frac{d\gamma}{dE_\nu}=\frac{\ddot b\dot a-\dot b\ddot a}{2g\,\dot a^2}=-3p\,\frac{b\dot a-a\dot b}{2g\,\dot a^2}=-3p\Delta.$$
These are exact. $C$ and $\Delta$ are stationary at $c=0$, while $\gamma$ decreases with $E_\nu$ wherever it is finite and jumps from $-\infty$ to $+\infty$ where $\dot a=0$. The true centre obeys $\omega(E_c)=c$. Inverting (10) to leading order gives $E_c-C\approx-pc^3$, so $C$ lies beyond $E_c$ as seen from $E_\nu$ when $pc^2\ll1$. At $E_\nu=E_c$ one has $a=0$, $\omega_-=0$ and $U_-=u(S)$; then $C=E_c$, $\Delta=u(S)^2/4S$, and by (13) with $P=0$ also $\Delta=1/\dot P$.

## Free electrons at $E_\nu=0$

For $v=0$ and $E_\nu=0$, $u=Nr^{l+1}$ with $N^2=(2l+3)/S^{2l+3}$. Since $Hr^{l+3}=-\tfrac12[(l+3)(l+2)-l(l+1)]r^{l+1}=-(2l+3)r^{l+1}$, the derivative is $\dot u=N[-r^{l+3}/(2l+3)+\eta\,r^{l+1}]$. Orthogonality requires $-S^{2l+5}/[(2l+3)(2l+5)]+\eta S^{2l+3}/(2l+3)=0$, so $\eta=S^2/(2l+5)$. On powers, $a[r^m]=(m+l)S^m$ and $b[r^m]=(m-l-1)S^m$. Thus $a=NgS^{l+1}$, $b=0$, $\dot a=NS^{l+3}[-1+g/(2l+5)]=-4NS^{l+3}/(2l+5)$ and $\dot b=-2NS^{l+3}/(2l+3)$. With $N^2S^{2l+6}=(2l+3)S^3$, (7) gives $V=0$ and
$$C=\frac{(2l+1)(2l+5)}{4S^2},\quad\Delta=\frac{(2l+5)^2}{16(2l+3)S^2},\quad\gamma=\frac{2l+5}{4(2l+1)(2l+3)}.$$
Squaring $\dot u$ and integrating the three powers,
$$p=S^4\left[\frac1{(2l+3)(2l+7)}-\frac2{(2l+5)^2}+\frac1{(2l+5)^2}\right]=\frac{4S^4}{(2l+3)(2l+5)^2(2l+7)},$$
because $(2l+5)^2-(2l+3)(2l+7)=4$. The exact solution is $\phi\propto j_l(x)$ with $x^2=2ES^2$ at the radius. The recurrences $xj_l'=lj_l-xj_{l+1}=xj_{l-1}-(l+1)j_l$ give $1/P=-j_{l+1}/(2g\,j_{l-1})$, with $j_{-1}=\cos x/x$. The program checks the Taylor coefficients of this ratio through third order against (7) and (10) for $l=0$ to 3. For $l=0$ the true centre is the first zero of $\cos x$, $E_c=\pi^2/8S^2$, just below $C=5/4S^2$, and the pole $D=0$ at $V=0$ is the bottom of the $s$ band. For $l=2$ and $S=2.5$ bohr, $C=1.800$ Ha, $\Delta=0.1157$ Ha, $\gamma=0.0643$ and $p=0.02505\ \mathrm{Ha}^{-2}$.

## Worked example: a model $d$ resonance

Take $v=-Ze^{-r/\lambda}/r$ with the round values $Z=20$, $\lambda=0.55$ bohr, $S=2.5$ bohr, $l=2$ (so $2g=10$) and $E_\nu=-0.10$ Ha. The word resonance refers to a potential held constant at $v(S)=-0.085$ Ha outside the sphere, for which the $d$ phase shift rises steeply near $-0.042$ Ha; with $v$ continued to infinity the same level would be a bound state. Digits beyond the third serve to follow the arithmetic and carry no meaning for a material. The program and its output are printed after this text. In atomic units the boundary values are $u=0.475878$, $u'=0.168072$, $\dot u=-4.067952$, $\dot u'=-5.639481$. The Wronskian is $(0.168072)(-4.067952)-(0.475878)(-5.639481)=-0.68371+2.68370=2.0000$. The functionals are
$$a=2.5(0.168072)+2(0.475878)=1.37194,\qquad b=0.42018-3(0.475878)=-1.00746,$$
$$\dot a=2.5(-5.639481)+2(-4.067952)=-22.23461,\qquad\dot b=-14.09870+12.20386=-1.89485.$$

By the first derivation, $\omega_-=1.371935/22.234607=0.061703$ Ha, so $C=-0.038297$ Ha $=-1.042$ eV. The amplitudes are $U_-=5/22.234607=0.224875$ and $U_+=5/1.894849=2.638733$. Then $\Delta=0.224875^2/10=0.0050569$ Ha $=0.1376$ eV and $\gamma=0.224875/26.38733=0.0085221$. The logarithmic derivatives are $D_\nu=-0.117046$ and $D_{\dot\nu}=2.465799$, and $\gamma=0.465799/54.65799$ gives the same value. It is small because $D_{\dot\nu}$ is near $l=2$.

By the second derivation, with derivatives of the exact $P(E)$ obtained from separate solutions at complex energies around $E_\nu$: $P\ddot P=(13.61782)(926.544)=12617.5$ and $2\dot P^2=2(246.3132)^2=121340.4$, so $\gamma=-926.544/(-108722.9)=0.0085221$. Then $1-\gamma P=1.116052$, $\Delta=1.245572/246.3132=0.0050569$ Ha, and $E_\nu-C=0.0050569(-13.61782/1.116052)=-0.061703$ Ha. The two roads agree, and the program asserts this. The norm $p=6.0107\ \mathrm{Ha}^{-2}$ gives $6p=36.064$, equal to the computed Schwarzian, and $p^{-1/2}=0.408$ Ha. The numerical series of $\omega(E)$ has cubic and quartic coefficients $6.0107$ and $5.443$, equal to $p$ and $q=5.443\ \mathrm{Ha}^{-3}$, and a quadratic one zero within numerical noise. Compared with free electrons in the same sphere, the width parameter is about 23 times smaller and $p$ about 240 times larger.

As band edges take the Wigner–Seitz conditions, an estimate in which the bonding state has zero slope at the sphere ($D=0$) and the antibonding state a node ($D=\infty$). Equation (1) gives $\sigma=-2g(l+1)/l=-15$ and $\sigma=2g=10$. The $dd$ block of $\mathcal S$ for an actual lattice is somewhat wider, roughly $-16$ to $11$ for fcc and $-16$ to $12$ for bcc, so "exact" in the table below means the exact solution of $P(E)=\sigma$ at the Wigner–Seitz values, not the band edge of a crystal. From (15), the bottom is $C-0.075854/1.127832=C-0.067256=-0.105553$ Ha and the top is $C+0.050569/0.914779=C+0.055280=0.01698$ Ha. For the third-order top, $\varepsilon+p\varepsilon^3=0.116982$ is solved by $\varepsilon=0.109163$, since $p\varepsilon^3=0.007819$.

| | exact (Ha) | 2nd order | 3rd order |
|---|---|---|---|
| bottom | −0.105552 | −0.105553 | −0.105552 |
| centre | −0.039723 | −0.038297 | −0.039620 |
| top | 0.007905 | 0.016982 | 0.009163 |

The errors are very uneven because $E_\nu$ happens to lie almost at the bottom of the band. The second-order error is exactly $\omega-\varepsilon$, a relation the program asserts at all three energies through (9). At the bottom $\varepsilon=-0.005552$ and $p\varepsilon^3=-1\times10^{-6}$ Ha, as found. At the centre $\varepsilon=0.060277$, $p\varepsilon^3=0.001316$ and $q\varepsilon^4=0.000072$, which sum to $0.001388$ of the actual $0.001425$ Ha. The estimate $-pc^3=-0.001412$ Ha for $E_c-C=-0.0014255$ Ha is good to 1% of that difference. At the top $\varepsilon=0.107905$, $p\varepsilon^3=0.00755$ and $q\varepsilon^4=0.00074$ sum to $0.00829$ of $0.00908$ Ha, the rest belonging to fifth and higher orders. That error of $0.0091$ Ha compares with $0.0176$ Ha for the quadratic polynomial. Both errors start at order $\varepsilon^3$. By the Schwarzian relation the polynomial omits $\dddot P/\dot P=6p+\tfrac32(\ddot P/\dot P)^2=36.06+21.23\ \mathrm{Ha}^{-2}$, while (11), whose Schwarzian is zero, omits only $6p$. The leading error of (11) is therefore never the larger one, but the size of the gain depends on $E_\nu$, and it disappears where $\ddot P=0$, since then $\gamma=0$ by (13) and both approximations are the same straight line. At $E_\nu=E_c$, with the parameters given in the last paragraph, (13) with $P=0$ gives $\ddot P/\dot P=-2\gamma/\Delta=-1.17\ \mathrm{Ha}^{-1}$, so the polynomial omits $43.06+2.04\ \mathrm{Ha}^{-2}$ and the leading-order gain is under 5%; near mid-band the advantage of (11) lies in its form (monotonic, linear eigenvalue problem) more than in accuracy. The width is $0.1135$ Ha ($3.09$ eV) exactly, $0.1225$ Ha ($3.33$ eV) at second order and $0.1147$ Ha ($3.12$ eV) at third order, too large by 8.0% and 1.1% of the exact width. Since the leading error grows as $\varepsilon^3$, an $E_\nu$ near the middle of the range of interest reduces the largest leading-order error.

The pole parameter is $V=E_\nu+\omega_+=-0.6317$ Ha, and $C-V=0.5934$ Ha equals $\Delta/\gamma$. Here $|\omega_+|=0.53$ Ha exceeds $p^{-1/2}$, so $\omega\approx\varepsilon$ does not hold there and $V$ is a parameter of the form, with no claim to be the true energy at which $D=l$.

The flow rates are $dC/dE_\nu=-3(6.0107)(0.061703)^2=-0.06865$, $d\Delta/dE_\nu=-0.01125$ and $d\gamma/dE_\nu=-0.09119\ \mathrm{Ha}^{-1}$, and finite differences in $E_\nu$ confirm them. Moving $E_\nu$ up by $0.060277$ Ha to $E_c$ gives $C=E_c=-0.039723$ Ha, $u(S)=0.217043$, $\Delta=0.217043^2/10=0.0047108$ Ha, $\gamma=0.0027459$ and $p=7.176\ \mathrm{Ha}^{-2}$. $\Delta$ falls by 7% of its first value. Its rate is proportional to $c$ and drops to zero along the way, so the mean of the two end rates predicts a change of $-\tfrac12(0.01125)(0.060277)=-0.00034$ Ha, against the actual $-0.00035$ Ha. The distortion falls to a third of its first value. Its rate does not vanish: at $E_c$ it is $-3(7.176)(0.0047108)=-0.1014\ \mathrm{Ha}^{-1}$, and the mean of the end rates gives $-0.0963(0.060277)=-0.0058$, matching the drop from $0.0085$ to $0.0027$. For this resonance a value of $\gamma$ has meaning only together with the $E_\nu$ at which it was taken.

## Numbers as computed

```
inputs: Z = 20.0, lambda = 0.55 bohr, S = 2.5 bohr, l = 2, Enu = -0.1 Ha
u(S) = 0.475878 bohr^-1/2
u'(S) = 0.168072 bohr^-3/2
udot(S) = -4.067952 bohr^-1/2/Ha
udot'(S) = -5.639481 bohr^-3/2/Ha
Wronskian u'ud-u ud' = 2.00000000 a.u.
D_nu = -0.117046
D_nudot = 2.465799
a = 1.371935 bohr^-1/2
b = -1.007456 bohr^-1/2
adot = -22.234607 bohr^-1/2/Ha
bdot = -1.894849 bohr^-1/2/Ha
omega(-l-1) = 0.061703 Ha
omega(l) = -0.531681 Ha
U-(S) = 0.224875 bohr^-1/2
U+(S) = 2.638733 bohr^-1/2
C = -0.038297 Ha = -1.0421 eV
Delta = 0.0050569 Ha = 0.1376 eV
gamma = 0.0085221
V = -0.631681 Ha
p = 6.010703 Ha^-2
p^-1/2 = 0.407885 Ha
q = 5.443186 Ha^-3
exact P = -13.61782, P' = 246.3132 /Ha, P'' = -926.544 /Ha^2
from exact P: C = -0.038297 Ha, Delta = 0.0050569 Ha, gamma = 0.0085221
Schwarzian = 36.0642 Ha^-2, 6p = 36.0642 Ha^-2
omega series: eps^1 1.0000000, |eps^2| 1.2e-10 /Ha
omega series: eps^3 6.01070 Ha^-2, eps^4 5.4432 Ha^-3
error ratio eps 0.01/0.005 Ha: o=0 7.892, o=1/Ha 4.025
dC/dEnu: numeric -0.0686523, formula -0.0686523
dDelta/dEnu: numeric -0.0112528, formula -0.0112528
dgamma/dEnu: numeric -0.0911859, formula -0.0911859 /Ha
bottom sigma=-15: exact -0.105552, 2nd -0.105553, 3rd -0.105552 Ha
bottom errors: 2nd -0.000001, 3rd 0.000000 Ha
centre sigma=0: exact -0.039723, 2nd -0.038297, 3rd -0.039620 Ha
centre errors: 2nd 0.001425, 3rd 0.000102 Ha
top sigma=10: exact 0.007905, 2nd 0.016982, 3rd 0.009163 Ha
top errors: 2nd 0.009077, 3rd 0.001258 Ha
Ec-C = -0.0014255 Ha, -p c^3 = -0.0014120 Ha
width: exact 0.113457, 2nd 0.122535, 3rd 0.114715 Ha
width: exact 3.0873, 2nd 3.3344, 3rd 3.1216 eV
at Enu=Ec: C = -0.039723 Ha, Delta = 0.0047108 Ha, gamma = 0.0027459
at Enu=Ec: u(S) = 0.217043 bohr^-1/2, p = 7.17594 Ha^-2
free l=2: C = 1.800000 Ha, Delta = 0.115714 Ha
free l=2: gamma = 0.064286, p = 0.025052 Ha^-2
```
